**Rydberg constant and proton radius from the 1S-2S and 1S-3S lines of a truncated QED level model**

Hydrogen $nS$ levels are written $E_n/h=-XA_n+Y/n^3$, where $X=c_0R_\infty$, $A_n$ collects the given point-nucleus Dirac, recoil, one-loop and two-loop terms, and $Y=(64\pi^2/3)\mu^3X^3r_p^2/(\alpha c_0)^2$ is the 1S size shift, with $\mu=1/(1+m/M)$. Model frequencies $f_{12}=aX-bY$ and $f_{13}=cX-dY$, with $a=A_1-A_2$, $c=A_1-A_3$, $b=7/8$, $d=26/27$, $D=bc-ad$, are generated from the scipy constants and are not measurements. The program asserts that the Cramer solution agrees with a Newton solution of the nonlinear equations, that $Y/n^3$ matches the Schrödinger eigenvalue for a uniform sphere, and that the Dirac energy, the Bethe logarithms and the Uehling coefficients agree with the Dirac-equation residual, oscillator-strength sums and quadrature; the Salpeter, $A$ and $B$ coefficients are untested inputs. It also asserts the uncertainties, $1-\rho$, the curvature term $(\sigma_Y/Y)^2/16$ and the effect of a $1/n^3$ theory uncertainty against Monte Carlo samples, the bound $1-\rho^2\le[D/(ad+bc)]^2$ against numerical minimization, and the shifts caused by altering $B_{50}$ and $A_{60}$. For chosen uncertainties of 10 Hz and 1 kHz the output shows $\sigma_X=15.8$ kHz, $\sigma_r=0.0051$ fm, $1-\rho(X,Y)=3.6\times10^{-7}$, $1-\rho(X,r_p)=9.7\times10^{-6}$, a lower bound $\rho_{\min}=0.99931$, and $\rho=0.989$ with a 2 kHz theory uncertainty. Omitting $B_{50}$ moves $r_p$ to 0.719 fm and leaves $X$ fixed, while omitting $A_{60}$ moves $X$ by 66 kHz and makes $r_p^2$ negative.

## Check in Python

```python
# Hydrogen nS levels: E_n/h = -X*A_n + Y/n^3, X = c0*Rinf, Y = (64 pi^2/3) mu^3 X^3 rp^2/(alpha c0)^2.
# A_n: point-nucleus Dirac + recoil + QED terms; eta = m/M, mu = 1/(1+eta), rp = rms charge radius.
# f12 = a X - b Y (1S-2S), f13 = c X - d Y (1S-3S); a = A1-A2, c = A1-A3, b = 7/8, d = 26/27.
# Under test: X = (b f13 - d f12)/D, Y = (a f13 - c f12)/D, D = b c - a d; the correlation
# 1-rho^2 = D^2 s1^2 s2^2/((d^2 s1^2+b^2 s2^2)(c^2 s1^2+a^2 s2^2)) <= (D/(a d+b c))^2;
# 1/n^3 theory errors move rp only. The data are MODEL frequencies, not measurements.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import minimize_scalar
mp.mp.dps = 40
mpf = mp.mpf
pc = lambda k, i=0: mpf(repr(float(sc.physical_constants[k][i])))
al, eta = pc('fine-structure constant'), pc('electron-proton mass ratio')
R0, rp0 = pc('Rydberg constant'), pc('proton rms charge radius')
c0, fm, mu, NS = mpf(int(sc.c)), mpf('1e-15'), 1/(1 + eta), (1, 2, 3)
assert abs(mpf(sc.m_e*sc.c**2/sc.h)/(2*c0*R0/al**2) - 1) < 2e-9
assert abs(mpf(sc.hbar/(sc.m_e*sc.c))/(al**2/(4*mp.pi*R0)) - 1) < 2e-9

# given QED coefficients (inputs)
lnk0 = {1: mpf('2.984128556'), 2: mpf('2.811769893'), 3: mpf('2.767663612')}
A60 = {1: mpf('-30.924149'), 2: mpf('-31.840465'), 3: mpf('-31.702501')}
H, ln = mp.harmonic, mp.log
A50, V50 = (mpf(139)/32 - 2*ln(2))*mp.pi, 5*mp.pi/48
A61 = lambda n: 4*H(n) + 28*ln(2)/3 - 4*ln(n) - mpf(601)/180 - mpf(77)/(45*n*n)
V60 = lambda n: mpf(4)/15*(-mpf(431)/105 + H(n) - mpf(2*(n-1))/n**2 + mpf(1)/(28*n*n) - ln(mpf(n)/2))
an = lambda n: -2*(ln(mpf(2)/n) + H(n) + 1 - mpf(1)/(2*n))
B40 = 3*mp.pi**2*ln(2)/2 - 10*mp.pi**2/27 - mpf(2179)/648 - 9*mp.zeta(3)/4
B50, B63 = mpf('-21.55447'), -mpf(8)/27
dirac = lambda n, z: 1/mp.sqrt(1 + z*z/(n - 1 + mp.sqrt(1 - z*z))**2)

# Bethe logarithms from nS -> P oscillator strengths (atomic units), with two sum rules
def dfdE(n, nu, power):
    w = 1/nu; p = mpf(1)/n + w; z = 2*w/p; omz = (mpf(1)/n - w)/p
    tot, cj = 0, 2/mpf(n)**1.5
    for j in range(n):
        m, term, poly = j + 1, mpf(1), mpf(1)
        for i in range(m):
            term = term*(2 + nu + i)*(i - m)/((4 + i)*(i + 1))*z
            poly = poly + term
        tot = tot + cj*mp.factorial(4 + j)*poly/(p**(5 + j)*omz**(3 + j))
        cj = cj*(1 - n + j)*2/(n*(2 + j)*(j + 1))
    w2 = mp.re(w*w); om = mpf(1)/(2*n*n) - w2/2
    return mpf(8)/27*om*(1 - w2)*mp.re(tot*power)**2, om
gx, gw = np.polynomial.legendre.leggauss(20)
def nodes(edges):
    for lo, hi in zip(edges[:-1], edges[1:]):
        for x, w in zip(gx, gw):
            yield mpf(lo) + (mpf(hi) - lo)*(1 + mpf(float(x)))/2, (mpf(hi) - lo)*mpf(float(w))/2
def bethe(n, nmax=300):
    S = [mpf(0)]*3
    def add(f, om):
        S[0] += f; S[1] += f*om**2; S[2] += f*om**2*ln(abs(2*om))
    for k in range(2, nmax + 1):
        if k != n:
            g, om = dfdE(n, mpf(k), (mpf(k - n)/(k + n))**k); add(g/k**3, om)
    for x, w in nodes([0, 1/(nmax + mpf('0.5'))]):
        g, om = dfdE(n, 1/x, ((1 - n*x)/(1 + n*x))**(1/x)); add(g*x*w, om)
    pts = list(nodes([0, 0.1, 0.25, 0.5, 1]))
    pts += [(mp.exp(s), w*mp.exp(s)) for s, w in nodes([0, 2, 4, 6, 8, 10, 15, 20, 25, 30, 35, 40, 45])]
    for k, w in pts:
        g, om = dfdE(n, mp.mpc(0, -1/k), mp.exp(-2*mp.atan(n*k)/k))
        add(g*k*w/(-mp.expm1(-2*mp.pi/k)), om)
    assert abs(S[0] - 1) < 1e-8 and abs(S[1]*3*n**3/4 - 1) < 1e-8
    return S[2]/S[1]
lnk0_calc = {n: bethe(n) for n in NS}
assert all(abs(lnk0_calc[n] - lnk0[n]) < 1e-8 for n in NS)

# Dirac nS wave functions: equation residual (tests the energy) and Uehling expectation value
def dirac_wave(n, z):
    g, nr, e = mp.sqrt(1 - z*z), n - 1, dirac(n, z)
    N = mp.sqrt(n*n - 2*nr*(1 - g))
    M0 = [mp.rf(-nr, k)/(mp.rf(2*g + 1, k)*mp.factorial(k)) for k in range(n)]
    M1 = [mp.rf(1 - nr, k)/(mp.rf(2*g + 1, k)*mp.factorial(k)) for k in range(n)]
    PG = [mp.sqrt(1 + e)*((N + 1)*u - nr*v) for u, v in zip(M0, M1)]
    PF = [-mp.sqrt(1 - e)*((N + 1)*u + nr*v) for u, v in zip(M0, M1)]
    return g, z/N, e, PG, PF
for n in NS:
    z = mpf('0.3'); g, lam, e, PG, PF = dirac_wave(n, z)
    mk = lambda P: (lambda r: (2*lam*r)**g*mp.exp(-lam*r)*sum(q*(2*lam*r)**k for k, q in enumerate(P)))
    G, F = mk(PG), mk(PF)
    for r in (mpf('0.7'), mpf(9)):
        assert abs(mp.diff(G, r) - G(r)/r - (e + 1 + z/r)*F(r)) < 1e-25
        assert abs(mp.diff(F, r) + F(r)/r + (e - 1 + z/r)*G(r)) < 1e-25
    z = mpf('1e-4'); g, lam, e, PG, PF = dirac_wave(n, z)
    dk = [sum(PG[i]*PG[k-i] + PF[i]*PF[k-i] for i in range(n) if 0 <= k-i < n) for k in range(2*n - 1)]
    norm = sum(q*mp.gamma(2*g + k + 1) for k, q in enumerate(dk))
    wk = [2*lam*q*mp.gamma(2*g + k)/norm for k, q in enumerate(dk)]
    with mp.workdps(25):
        I = mp.quad(lambda x: (1 + x*x/2)*mp.sqrt(1 - x*x)/x*sum(
            q*(lam*x/(1 + lam*x))**(2*g + k) for k, q in enumerate(wk))/z**3, [0, 1])
    rem = (-2*I*n**3/3 + mpf(4)/15 - V50*z)/z**2 + 2*ln(z**-2)/15
    assert abs(rem - V60(n)) < 2e-3      # next order is about z*ln(z)

# level model; drop = 'B50' or 'A60' omits a term, 'flat' uses the 1S value of A60 for every n
def terms(n, al=al, eta=eta, drop=''):
    mu = 1/(1 + eta); L0 = ln(al**-2); L = L0 - ln(mu); f1 = dirac(n, al) - 1
    p1 = al**5/mp.pi*mu**3/n**3
    a60 = {'A60': 0, 'flat': A60[1]}.get(drop, A60[n])
    return [mu*f1 - mu**3*eta*f1**2/2,
            p1*eta*(L0/3 - 8*lnk0[n]/3 - mpf(1)/9 - 7*an(n)/3
                    - 2/(1 - eta**2)*(ln(1/mu) - eta**2*ln(1/(eta*mu)))),
            p1*(4*L/3 + mpf(10)/9 - 4*lnk0[n]/3 + A50*al + al**2*(-L*L + A61(n)*L + a60)),
            p1*(-mpf(4)/15 + V50*al + al**2*(-2*L0/15 + V60(n))),
            p1*al/mp.pi*(B40 + (0 if drop == 'B50' else B50*al) + B63*al**2*L**3)]
def forward(R, rsq, drop=''):     # rsq = rp^2 in m^2
    lamC = al**2/(4*mp.pi*R)
    E = {n: 2*c0*R/al**2*(sum(terms(n, drop=drop)) + 2*mu**3*al**4*rsq/lamC**2/(3*n**3)) for n in NS}
    return E[2] - E[1], E[3] - E[1]
b, d = mpf(7)/8, mpf(26)/27
K = 64*mp.pi**2*mu**3/(3*al**2*c0**2)
def linear(f12, f13, al=al, eta=eta, drop=''):
    A = {n: -2*sum(terms(n, al, eta, drop))/al**2 for n in NS}
    a, c = A[1] - A[2], A[1] - A[3]; D = b*c - a*d
    X, Y = (b*f13 - d*f12)/D, (a*f13 - c*f12)/D
    return X, Y, Y/(K*X**3), A, a, c, D
def newton(f12, f13, drop='', p=2):   # unknown v = rp in fm (p = 2) or rp^2 in fm^2 (p = 1)
    res = lambda u, v: mp.matrix(list(forward(R0*(1 + u*mpf('1e-10')), v**p*fm**2, drop))) - mp.matrix([f12, f13])
    u, v, h = mpf(3), mpf('0.95'), mpf('1e-12')
    for _ in range(9):
        F0 = res(u, v); Fu = (res(u + h, v) - F0)/h; Fv = (res(u, v + h) - F0)/h
        s = mp.lu_solve(mp.matrix([[Fu[0], Fv[0]], [Fu[1], Fv[1]]]), -F0)
        u, v = u + s[0], v + s[1]
    return c0*R0*(1 + u*mpf('1e-10')), v**p*fm**2
f12, f13 = [mp.nint(f) for f in forward(R0, rp0**2)]
X, Y, rpsq, A, a, c, D = linear(f12, f13)
rp = mp.sqrt(rpsq)
assert abs(X - c0*R0) < 17 and abs(rp/rp0 - 1) < 8e-6     # 0.5 Hz rounding, amplified
def checked(g12, g13, drop='', p=2):
    Xl, Yl, ql = linear(g12, g13, drop=drop)[:3]; Xn, qn = newton(g12, g13, drop, p)
    assert abs(Xl - Xn) < 1e-6 and abs(ql/qn - 1) < 1e-12
    return Xl, Yl, ql
checked(f12, f13)

# exact Schroedinger eigenvalue for a uniform sphere against Y/n^3
Rs = mp.sqrt(mpf(5)/3)*rp*mu/pc('Bohr radius')
def match(t, n):
    nu = n + t*Rs**2; P = -3*Rs + Rs**2/nu**2; x = 2*Rs/nu
    cs = {-1: mpf(0), 1: mpf(1)}
    for k in range(1, 30, 2):
        cs[k + 2] = (P*cs[k] + Rs*cs[k - 2])/((k + 2)*(k + 1))
    inner = sum(k*v for k, v in cs.items())/sum(cs.values())
    outer = 1 - Rs/nu + x*(nu - 1)*mp.hyperu(2 - nu, 3, x)/mp.hyperu(1 - nu, 2, x)
    return (inner - outer)/Rs
ratio = {}
for n in NS:
    t = mp.findroot(lambda t: match(t, n), (mpf('0.3'), mpf('0.5')), solver='secant', tol=1e-24)
    ratio[n] = 2*X*mu*(mpf(1)/(2*n*n) - 1/(2*(n + t*Rs**2)**2))/(Y/n**3)
    assert abs(ratio[n] - 1) < 5*Rs      # second order is of relative size Rs

# uncertainties and correlation
s1, s2, sth = mpf(10), mpf(1000), mpf(2000)
vX, vY = d*d*s1**2 + b*b*s2**2, c*c*s1**2 + a*a*s2**2
sX, sY = mp.sqrt(vX)/D, mp.sqrt(vY)/D
omr = 1 - mp.sqrt(1 - (D*s1*s2)**2/(vX*vY)); omr_lim = (D*s1/(a*b*s2))**2/2
assert abs(omr - 1 + (c*d*s1**2 + a*b*s2**2)/mp.sqrt(vX*vY)) < 1e-30 and abs(omr_lim/omr - 1) < 1e-3
curv = (sY/Y)**2/16; sr = rp*sY/(2*Y)
rho_th = (1 - omr)/mp.sqrt(1 + (sth/sY)**2); rho_min = mp.sqrt(1 - (D/(a*d + b*c))**2)
fa, fb, fc, fd, fX, fY, fr = map(float, (a, b, c, d, X, Y, rp/fm))
Mi = np.linalg.inv(np.array([[fa, -fb], [fc, -fd]]))
def rho_of(t):
    C = Mi @ np.diag([np.exp(2*t), 1.0]) @ Mi.T
    return C[0, 1]/np.sqrt(C[0, 0]*C[1, 1])
opt = minimize_scalar(rho_of, bounds=(-5, 5), method='bounded', options={'xatol': 1e-9})
assert abs((1 - opt.fun)/float(1 - rho_min) - 1) < 1e-8
assert abs(np.exp(2*opt.x)/float(a*b/(c*d)) - 1) < 1e-3
rng = np.random.default_rng(1); N = 200000
def monte_carlo(st):   # Newton in (shift of X in Hz, rp in fm) for every noisy sample
    e1, e2, th = rng.normal(0, float(s1), N), rng.normal(0, float(s2), N), st*rng.normal(0, 1, N)
    u, r = np.zeros(N), np.full(N, fr)
    for _ in range(5):
        y = fY*(1 + u/fX)**3*(r/fr)**2; dy = y - fY + th
        J = np.empty((N, 2, 2))
        J[:, 0, 0] = fa - 3*fb*y/fX; J[:, 0, 1] = -2*fb*y/r
        J[:, 1, 0] = fc - 3*fd*y/fX; J[:, 1, 1] = -2*fd*y/r
        Fv = np.stack([fa*u - fb*dy - e1, fc*u - fd*dy - e2], 1)[:, :, None]
        s = np.linalg.solve(J, -Fv)[:, :, 0]
        u, r = u + s[:, 0], r + s[:, 1]
    return u.std(), r.std(), 1 - np.corrcoef(u, r*r)[0, 1], 1 - np.corrcoef(u, r)[0, 1]
m0, m1 = monte_carlo(0.0), monte_carlo(float(sth))
assert abs(m0[0]/sX - 1) < 0.01 and abs(m0[1]/(sr/fm) - 1) < 0.01 and abs(m1[0]/sX - 1) < 0.01
assert abs(m0[2]/omr - 1) < 0.05 and abs(m0[3]/(omr + curv) - 1) < 0.05
assert abs(m1[3]/(1 - rho_th) - 1) < 0.05

# variations
X2, Y2, q2 = checked(f12, f13 + 2000); r2 = mp.sqrt(q2)
rf = mpf('0.88')*fm; dXf = b/a*Y*((rf/rp)**2 - 1)
uf = mp.findroot(lambda u: forward((X + u)/c0, rf**2)[0] - f12, (mpf(0), mpf(1e5)), solver='secant', tol=1e-24)
assert abs(uf/dXf - 1) < 1e-6
slope = b/a*2*Y/rp*fm
assert abs((X2 - X)/((r2 - rp)/fm)/slope - 1) < 0.01
p1 = 2*X*al**3*mu**3/mp.pi; p2 = p1*al/mp.pi
XB, YB, qB = checked(f12, f13, 'B50')
assert abs(XB - X) < 1e-6 and abs((YB - Y)/(p2*al*B50) - 1) < 1e-9
XA, YA, qA = checked(f12, f13, 'A60', p=1)      # rp^2 is the unknown: it comes out negative
XF, YF, qF = checked(f12, f13, 'flat')
dXA = p1*al**2*(b*(A60[3] - A60[1])/27 - d*(A60[2] - A60[1])/8)/D
assert qA < 0 < qF
assert abs((XA - X)/dXA - 1) < 1e-6 and abs(XF - XA) < 1e-6
assert abs((YA - YF)/(p1*al**2*A60[1]) - 1) < 1e-9
Xa, Ya = linear(f12, f13, al=al + pc('fine-structure constant', 2))[:2]
Xe, Ye = linear(f12, f13, eta=eta + pc('electron-proton mass ratio', 2))[:2]
assert max(abs(Xa - X), abs(Xe - X)) < 0.02*sX and abs(Xe - X) > s1/a

s = lambda x, k=8: mp.nstr(mpf(x), k, min_fixed=-4, max_fixed=18)
print('alpha =', s(al, 11), ' eta = m/M =', s(eta, 13), ' mu =', s(mu, 14))
print('reference Rinf =', s(R0, 14), 'm^-1, rp =', s(rp0/fm, 5), 'fm, c0 =', int(c0), 'm/s')
print('mc^2/h =', s(2*X/al**2, 12), 'Hz, reduced Compton length =', s(al**2*c0/(4*mp.pi*X)/fm, 9), 'fm')
print('L0 =', s(ln(al**-2), 10), ' L =', s(ln(al**-2/mu), 10))
print('A50 =', s(A50), ' V50 =', s(V50), ' B40 =', s(B40), ' B50 =', s(B50), ' B63 =', s(B63))
for n in NS:
    print(f'{n}S: lnk0 given', s(lnk0[n], 10), 'computed', s(lnk0_calc[n], 10), ' a_n', s(an(n)))
    print(f'{n}S: A61', s(A61(n)), ' A60', s(A60[n]), ' V60', s(V60(n)))
print('one-loop prefactor =', s(p1/1000, 10), 'kHz, two-loop prefactor =', s(p2/1000), 'kHz')
T = {n: terms(n) for n in NS}
for i, nm in enumerate(['Dirac+recoil', 'Salpeter', 'self-energy', 'vacuum pol.', 'two-loop']):
    print(nm, '1S 2S 3S (kHz):', *[s(2*X/al**2*T[n][i]/1000, 16 if i == 0 else 10) for n in NS])
print('proton size 1S 2S 3S (kHz):', *[s(Y/n**3/1000) for n in NS])
print('sphere radius =', s(Rs, 5), 'bohr/mu; exact/first-order size shift - 1:', *[s(ratio[n] - 1, 3) for n in NS])
for n in NS:
    print(f'A_{n} =', s(A[n], 20))
print('a =', s(a, 20)); print('c =', s(c, 20)); print('D =', s(D, 20), ' 18 D =', s(18*D))
print('model f12 =', int(f12), 'Hz'); print('model f13 =', int(f13), 'Hz')
print('b/D =', s(b/D), ' d/D =', s(d/D), ' a/D =', s(a/D), ' c/D =', s(c/D), ' b/a =', s(b/a))
print('X = c0 Rinf =', s(X, 17), 'Hz, Rinf =', s(X/c0, 15), 'm^-1')
print('Y =', s(Y/1000), 'kHz, Y/rp^2 =', s(K*X**3*fm**2/1000), 'kHz/fm^2, rp =', s(rp/fm, 6), 'fm')
print('chosen s1 =', s(s1), 'Hz, s2 =', s(s2), 'Hz, s_th =', s(sth), 'Hz')
print('sigma_X =', s(sX/1000, 5), 'kHz (MC', s(m0[0]/1000, 4), '), relative', s(sX/X, 3))
print('sigma_Rinf =', s(sX/c0, 3), 'm^-1, sigma_Y =', s(sY/1000, 5), 'kHz, sigma_Y/Y =', s(sY/Y, 4))
print('sigma_rp =', s(sr/fm, 4), 'fm (MC', s(m0[1], 4), ')')
print('1-rho(X,Y) =', s(omr, 4), ' limit form', s(omr_lim, 4), ' MC', s(m0[2], 3))
print('curvature term =', s(curv, 4), ' 1-rho(X,rp) =', s(omr + curv, 4), ' MC', s(m0[3], 3))
print('D/(ad+bc) =', s(D/(a*d + b*c), 6), ' rho_min =', s(rho_min, 7), ' at s1/s2 =', s(mp.sqrt(a*b/(c*d)), 5))
print('with s_th: rho =', s(rho_th, 5), ' MC', s(1 - m1[3], 5), ' sigma_rp =', s(sr/fm*mp.sqrt(1 + (sth/sY)**2), 4), 'fm')
print('slope dX/drp along 1S-2S line =', s(slope/1000, 6), 'kHz/fm, width s1/a =', s(s1/a, 4), 'Hz')
print('f13 + 2 kHz: dX =', s((X2 - X)/1000, 6), 'kHz, dY =', s((Y2 - Y)/1000, 6), 'kHz, rp =', s(r2/fm, 6), 'fm')
print('f13 + 2 kHz: Rinf =', s(X2/c0, 15), 'm^-1')
print('rp = 0.88 fm with f12 only: dX =', s(dXf/1000, 6), 'kHz, relative', s(dXf/X, 4))
print('B50 1S term =', s(p2*al*B50/1000, 7), 'kHz')
print('drop B50: |dX| =', s(mp.nint(abs(XB - X)*1000)/1000), 'Hz, dY =', s((YB - Y)/1000, 7), 'kHz, rp =', s(mp.sqrt(qB)/fm, 5), 'fm')
print('A60 terms 1S 2S 3S (kHz):', *[s(p1*al**2*A60[n]/n**3/1000, 7) for n in NS])
print('drop A60: dX =', s((XA - X)/1000, 6), 'kHz, dY =', s((YA - Y)/1000, 7), 'kHz')
print('drop A60: Y =', s(YA/1000, 7), 'kHz, rp^2 =', s(qA/fm**2, 5), 'fm^2')
print('A60(n) -> A60(1): dX =', s((XF - X)/1000, 6), 'kHz, dY =', s((YF - Y)/1000, 6), 'kHz, rp =', s(mp.sqrt(qF)/fm, 5), 'fm')
print('u(alpha) =', s(pc('fine-structure constant', 2), 2), ': dX =', s(Xa - X, 3), 'Hz, dY =', s(Ya - Y, 3), 'Hz')
print('u(eta) =', s(pc('electron-proton mass ratio', 2), 2), ': dX =', s(Xe - X, 3), 'Hz, dY =', s(Ye - Y, 3), 'Hz')
print('OK')
```

Printed output:

```
alpha = 0.0072973525643  eta = m/M = 5.446170214889e-4  mu = 0.99945567942476
reference Rinf = 10973731.568157 m^-1, rp = 0.84075 fm, c0 = 299792458 m/s
mc^2/h = 1.2355899655e+20 Hz, reduced Compton length = 386.159267 fm
L0 = 9.840487318  L = 9.841031787
A50 = 9.2911209  V50 = 0.32724923  B40 = 0.53894131  B50 = -21.55447  B63 = -0.2962963
1S: lnk0 given 2.984128556 computed 2.984128556  a_n -4.3862944
1S: A61 5.4193737  A60 -30.924149  V60 -0.63357345
2S: lnk0 given 2.811769893 computed 2.811769893  a_n -4.5
2S: A61 5.9301183  A60 -31.840465  V60 -0.82555556
3S: lnk0 given 2.767663612 computed 2.767663612  a_n -4.5224031
3S: A61 5.8792455  A60 -31.702501  V60 -0.83129863
one-loop prefactor = 812534.4193 kHz, two-loop prefactor = 1887.3708 kHz
Dirac+recoil 1S 2S 3S (kHz): -3288095029857.032 -822026488921.0931 -365343889847.905
Salpeter 1S 2S 3S (kHz): 2409.511872 341.28884 103.9070652
self-energy 1S 2S 3S (kHz): 8383312.026 1071277.456 319184.7329
vacuum pol. 1S 2S 3S (kHz): -214819.6548 -26853.4952 -7956.600374
two-loop 1S 2S 3S (kHz): 691.9349023 86.49186279 25.6272186
proton size 1S 2S 3S (kHz): 1105.4425 138.18031 40.942314
sphere radius = 2.05e-5 bohr/mu; exact/first-order size shift - 1: -2.6e-5 -2.6e-5 -2.6e-5
A_1 = 0.99946650872352694964
A_2 = 0.24986776082304225728
A_3 = 0.11105201493097774636
a = 0.74959874790048469236
c = 0.88841449379254920327
D = 0.055526850756902700966  18 D = 0.99948331
model f12 = 2466061413226601 Hz
model f13 = 2922743278708476 Hz
b/D = 15.758142  d/D = 17.342294  a/D = 13.499753  c/D = 15.999728  b/a = 1.1672912
X = c0 Rinf = 3289841960249982.7 Hz, Rinf = 10973731.568157 m^-1
Y = 1105.4425 kHz, Y/rp^2 = 1563.8753 kHz/fm^2, rp = 0.84075 fm
chosen s1 = 10.0 Hz, s2 = 1000.0 Hz, s_th = 2000.0 Hz
sigma_X = 15.759 kHz (MC 15.72 ), relative 4.79e-12
sigma_Rinf = 5.26e-5 m^-1, sigma_Y = 13.501 kHz, sigma_Y/Y = 0.01221
sigma_rp = 0.005134 fm (MC 0.005122 )
1-rho(X,Y) = 3.583e-7  limit form 3.583e-7  MC 3.59e-7
curvature term = 9.322e-6  1-rho(X,rp) = 9.68e-6  MC 9.7e-6
D/(ad+bc) = 0.0370377  rho_min = 0.9993139  at s1/s2 = 0.8756
with s_th: rho = 0.9892  MC 0.98914  sigma_rp = 0.00519 fm
slope dX/drp along 1S-2S line = 3069.58 kHz/fm, width s1/a = 13.34 Hz
f13 + 2 kHz: dX = 31.5163 kHz, dY = 26.9995 kHz, rp = 0.850956 fm
f13 + 2 kHz: Rinf = 10973731.5682621 m^-1
rp = 0.88 fm with f12 only: dX = 123.292 kHz, relative 3.748e-11
B50 1S term = -296.8656 kHz
drop B50: |dX| = 0.0 Hz, dY = -296.8656 kHz, rp = 0.71905 fm
A60 terms 1S 2S 3S (kHz): -1338.043 -172.2114 -50.8045
drop A60: dX = 66.2919 kHz, dY = -1275.588 kHz
drop A60: Y = -170.1456 kHz, rp^2 = -0.1088 fm^2
A60(n) -> A60(1): dX = 66.2919 kHz, dY = 62.4552 kHz, rp = 0.86417 fm
u(alpha) = 1.1e-12 : dX = -27.4 Hz, dY = -16.4 Hz
u(eta) = 9.4e-15 : dX = 30.9 Hz, dY = 7.89e-4 Hz
OK
```
